\section*{Counting Independent Samples in a Correlated Molecular-Dynamics Run}

\section{Problem}

A cheap surrogate potential drives molecular dynamics of a 64-atom crystalline oxide cell at $1000$ K. One frame is stored per femtosecond, giving $N=10000$ frames in $10$ ps. In each frame $i$ the energy gap
\[
x_i=U_{\text{first-principles}}-U_{\text{surrogate}}
\]
is evaluated for the whole cell. Its mean is the first term of the free-energy difference between the two potentials. The gap fluctuates with standard deviation $\sigma=40$ meV per cell.

The series is stationary, with mean $\mu$ and normalized autocorrelation
\[
\rho(t)=\frac{\langle (x_i-\mu)(x_{i+t}-\mu)\rangle}{\sigma^2},\qquad \rho(0)=1,\quad \rho(-t)=\rho(t),
\]
where the lag $t$ is counted in samples. The integrated correlation time is defined as
\begin{equation}
\tau=\frac12+\sum_{t=1}^{\infty}\rho(t),
\label{eq:tau}
\end{equation}
and its value is $\tau=50$ samples, or $50$ fs.

(a) How many independent samples would determine the mean equally well?

(b) What is the standard error of the mean gap?

(c) How firm is the number found in (a)?

\section{Hints}

\textbf{Hint 1.} Write the variance of the mean as a double sum over pairs of frames. How many ordered pairs have a separation of $t$ frames?

\textbf{Hint 2.} For $n$ independent samples the variance of the mean is $\sigma^2/n$. Use this to define the effective number $N_{\text{eff}}$.

\textbf{Hint 3.} Express the sum of $\rho(t)$ over positive and negative lags through $\tau$. Watch the lag $t=0$, which occurs once.

\textbf{Hint 4.} For part (c), try $\rho(t)=\phi^t$ and keep the first correction for finite $N$. Then ask how $\tau$ would be known in practice.

\section{Solution}

\subsection{(a) The effective number of samples}

Let $m=\frac1N\sum_i x_i$. Its variance contains every ordered pair of frames:
\begin{equation}
\mathrm{Var}(m)=\frac{1}{N^2}\sum_{i=1}^{N}\sum_{j=1}^{N}\sigma^2\rho(i-j).
\end{equation}
The $N$ pairs with $i=j$ contribute $\rho(0)=1$ each. For a lag $t\ge1$ there are $N-t$ pairs with $j=i+t$ and as many with $j=i-t$. Hence
\begin{align}
\mathrm{Var}(m)&=\frac{\sigma^2}{N^2}\Big[N+2\sum_{t=1}^{N-1}(N-t)\rho(t)\Big]\nonumber\\
&=\frac{\sigma^2}{N}\Big[1+2\sum_{t=1}^{N-1}\Big(1-\frac tN\Big)\rho(t)\Big].
\label{eq:var}
\end{align}
The factor 2 is the two-sidedness of the problem: each frame is correlated with its past and with its future.

If $\rho(t)$ has died out at lags much shorter than $N$, then $t/N$ is negligible wherever $\rho$ matters, and the sum can be extended to infinity. By Eq.~\eqref{eq:tau} the bracket becomes
\begin{equation}
1+2\sum_{t=1}^{\infty}\rho(t)=1+2\Big(\tau-\frac12\Big)=2\tau .
\end{equation}
Setting $\mathrm{Var}(m)=\sigma^2/N_{\text{eff}}$ gives
\begin{equation}
\frac{\sigma^2}{N_{\text{eff}}}=\frac{2\tau\sigma^2}{N}
\quad\Longrightarrow\quad
N_{\text{eff}}=\frac{N}{2\tau}=\frac{10000}{2\times 50}=100 .
\label{eq:neff}
\end{equation}

For uncorrelated data $\tau=\frac12$ and $N_{\text{eff}}=N$, as it must be. If successive samples tend to lie on opposite sides of the mean, $\tau$ can fall below $\frac12$, and the mean is then better determined than by $N$ independent samples. The number $N_{\text{eff}}$ therefore measures the precision of one mean. It does not say that 100 particular frames are independent.

The definition of $\tau$ has to be known before Eq.~\eqref{eq:neff} is used. If a reported value of 50 means $\sum_{t\ge1}\rho(t)$, without the $\frac12$, the bracket is $1+2\times50=101$ and $N_{\text{eff}}\approx99$. If 50 is already the sum over all positive and negative lags, the bracket is 50 and $N_{\text{eff}}=200$. The first difference is harmless; the second changes the error of the mean by a factor $\sqrt2$.

\subsection{(b) The standard error}

The standard error of the mean gap is
\begin{equation}
\frac{\sigma}{\sqrt{N_{\text{eff}}}}=\frac{40\ \text{meV}}{\sqrt{100}}=4.0\ \text{meV per cell},
\end{equation}
or $0.0625$ meV per atom. Treating all frames as independent would give $40/\sqrt{10000}=0.40$ meV per cell, too small by the factor $\sqrt{2\tau}=10$.

\subsection{(c) How firm is the number?}

\textbf{Finite run.} Take the model series
\[
x_{i+1}-\mu=\phi\,(x_i-\mu)+\text{independent random kick},\qquad 0<\phi<1 .
\]
The kick has zero mean and is uncorrelated with earlier frames, so each step multiplies the correlation by $\phi$, and $\rho(t)=\phi^t$. The geometric series gives
\begin{equation}
\tau=\frac12+\frac{\phi}{1-\phi}=\frac{1+\phi}{2(1-\phi)}
\quad\Longrightarrow\quad
\phi=\frac{2\tau-1}{2\tau+1}=\frac{99}{101}=0.9802 .
\end{equation}
The term with $t/N$ in Eq.~\eqref{eq:var} needs $\sum_{t\ge1} t\phi^t=\phi/(1-\phi)^2$. Since $1-\phi=2/(2\tau+1)$,
\begin{equation}
\frac{\phi}{(1-\phi)^2}=\frac{2\tau-1}{2\tau+1}\,\frac{(2\tau+1)^2}{4}=\frac{4\tau^2-1}{4}.
\end{equation}
Up to terms of order $\phi^N$, which are negligible here, the bracket is
\begin{equation}
2\tau-\frac2N\,\frac{4\tau^2-1}{4}=2\tau-\frac{4\tau^2-1}{2N}=100-\frac{9999}{20000}=99.5 .
\end{equation}
Thus $N_{\text{eff}}=10000/99.5=100.5$: the finite run changes the answer by half a percent.

\textbf{Shape of the correlation.} Let each $x_i$ instead be a moving average of 100 independent numbers. Two such averages share $100-t$ numbers, so $\rho(t)=1-t/100$ for $t<100$ and zero beyond. Then
\[
\tau=\frac12+\sum_{t=1}^{99}\Big(1-\frac{t}{100}\Big)=\frac12+99-49.5=50,
\]
and the finite-run value is $N_{\text{eff}}=100.3$. Two very different decays with the same $\tau$ agree, because for a long run $\rho$ enters through its sum alone.

\textbf{Uncertainty of $\tau$.} In practice $\tau$ is estimated from the same run. This was imitated with 4000 simulated runs of the model series, summing the estimated $\rho(t)$ up to lag 250. The estimates of $\tau$ averaged $47.4$ samples, with a run-to-run standard deviation of $11.6$. Subtracting the run's own mean lowers the covariance at each lag by about $\mathrm{Var}(m)=0.01\,\sigma^2$, which removes about $250\times0.01=2.5$ samples from the sum. This is about the size of the shortfall; the cut-off tail and the normalization make smaller changes. The middle 68\% of runs would report $N_{\text{eff}}$ between 85 and 139, which at fixed $\sigma=40$ meV means a standard error between $4.3$ and $3.4$ meV. If $\sigma$ is estimated from the run as well, the range widens slightly, to about $4.4$ to $3.3$ meV. ``About 100'' is therefore the right degree of precision.

The scatter of the 4000 simulated means gives $N_{\text{eff}}=104$. A variance estimated from 4000 runs has a relative statistical error of $\sqrt{2/4000}\approx2\%$, so this agrees with $100.5$ within two standard errors. It rules out 200.

\textbf{A hidden slow mode.} Suppose $5\%$ of the variance belongs to an independent slow motion with $\tau=2000$ samples, and the rest keeps $\tau=50$. Correlation functions of independent parts add with their variance weights, so
\[
\tau=0.95\times50+0.05\times2000=147.5 .
\]
A sum cut at lag 250 sees only $59.0$, even with noise-free correlations. The run spans just five slow correlation times, so the full Eq.~\eqref{eq:var} is needed. It gives $N_{\text{eff}}=39$ and a standard error of $6.4$ meV instead of $4.0$ meV. A short window can thus make a run look better than it is.

\textbf{The start of the run.} If the gap starts $3\sigma=120$ meV from equilibrium, the displacement decays on average as $\phi^t$. Because $\sum_{t\ge0}\phi^t=\tau+\frac12$, the mean is shifted by $120\times50.5/10000=0.61$ meV. This is small beside the statistical error, but a slow mode would enlarge it.

\textbf{Comparison with real oxides.} The values of $\sigma$ and $\tau$ are round model parameters, not data for a particular oxide. In a real crystal the gap can follow the energies of individual vibrations, which may persist for picoseconds, so $50$ fs may be optimistic and $\tau$ must be measured for the observable in question. Classical dynamics also omits quantum motion of the nuclei. For a harmonic mode of quantum $\varepsilon$, the quantum and classical free energies are $k_BT\ln[2\sinh(\varepsilon/2k_BT)]$ and $k_BT\ln(\varepsilon/k_BT)$. Since $\sinh(y/2)\approx\frac y2(1+\frac{y^2}{24})$ for small $y$, they differ by about $\varepsilon^2/(24k_BT)$. Take all $189$ modes at $50$ meV, let the first-principles frequencies be $1\%$ higher than the surrogate ones, and use $k_BT=86.17$ meV. The free-energy difference then shifts by
\[
\frac{189\times50^2\times(1.01^2-1)}{24\times86.17}\ \text{meV}=4.6\ \text{meV per cell}.
\]
This is as large as the statistical error, and longer classical sampling does not remove it.

\section{Variation 1: fewer first-principles evaluations}

\textbf{Question.} The surrogate trajectory is cheap, but each first-principles energy is expensive. What is lost if the gap is evaluated in every 10th or every 100th frame of the same $10$ ps run?

\textbf{Solution.} For the model series, neighbouring retained frames have correlation $\phi^k$, and $N/k$ frames remain. With $\phi\to\phi^k$ in the expression for $2\tau$, the long-run result is
\begin{equation}
N_{\text{eff}}\approx\frac Nk\,\frac{1-\phi^k}{1+\phi^k}.
\end{equation}
With the finite-run correction included, $k=10$ gives $N_{\text{eff}}=100.2$ from 1000 evaluations. The standard error stays at $4.0$ meV for a tenth of the cost. For $k=100$ the result is $N_{\text{eff}}=76.4$ from 100 evaluations, and the error rises to $40/\sqrt{76.4}=4.6$ meV. Frames $2\tau$ apart are still correlated, with $\phi^{100}\approx0.14$, so they are not the 100 independent samples of part (a). For this smoothly decaying correlation, storing frames more densely than every 10th gains almost nothing at fixed run length; a longer run does help. If the gap also oscillates with the vibrations, the spacing must not lie close to a whole multiple of an oscillation period. At such a spacing the retained frames catch the oscillation at nearly the same phase each time, and it averages out poorly. A spacing well below the shortest important period avoids this.

\section{Variation 2: the second-order free-energy term}

\textbf{Question.} Let the gap be Gaussian. What does its variance add to the free-energy difference, and how accurately does this run determine that addition?

\textbf{Solution.} The free energy of the first-principles potential minus that of the surrogate is $\Delta F=-k_BT\ln\langle e^{-x/k_BT}\rangle$, averaged over the surrogate run, which must sample the canonical ensemble at temperature $T$. For a Gaussian, completing the square gives $\langle e^{-(x-\mu)/k_BT}\rangle=e^{\sigma^2/2(k_BT)^2}$, so
\begin{equation}
\Delta F=\mu-\frac{\sigma^2}{2k_BT},\qquad
-\frac{\sigma^2}{2k_BT}=-\frac{40^2}{2\times86.17}\ \text{meV}=-9.28\ \text{meV}.
\end{equation}
This exceeds the error of the mean and has to be kept.

Let $s^2$ be the sample variance. For Gaussian variables the covariance of $(x_i-\mu)^2$ and $(x_j-\mu)^2$ is $2\sigma^4\rho(i-j)^2$. The argument of part (a) then applies with $\rho^2$ in place of $\rho$. For the model series with $\rho(t)=\phi^t$, to leading order in $1/N$,
\begin{equation}
\mathrm{Var}(s^2)\approx\frac{2\sigma^4}{N}\,\frac{1+\phi^2}{1-\phi^2}
=\frac{2\sigma^4}{N}\,\frac{4\tau^2+1}{4\tau}
\approx\frac{2\sigma^4}{200}.
\end{equation}
For this series the same run thus counts as 200 independent samples for the variance, because the square of an exponential decays twice as fast as the exponential itself. Including the finite run length and the subtraction of the run's own mean raises this to about 205. The 4000 simulated runs gave 212, which is $4\%$ higher still and within two standard errors of the simulation. The relative error of $s^2$ is $\sqrt{2/200}=0.10$, so the second-order term is uncertain by $0.93$ meV. Unlike $N_{\text{eff}}$ for the mean, this count is not fixed by $\tau$ alone, because the sum of $\rho^2$ depends on the shape of the decay. For the moving average of part (c) the two-sided sum of $\rho^2$ is $66.7$, which gives 150 samples and $1.07$ meV; a long-lived oscillation in $\rho$ can lower the count further. For Gaussian data the errors of $m$ and $s^2$ are uncorrelated, since their covariance contains only odd central moments. The combined error of $\Delta F$ is $\sqrt{4.0^2+0.93^2}=4.1$ meV per cell, still dominated by the mean.

\section*{Table of computed values}
\begin{verbatim}
Samples N: 10000
Correlation time tau: 50 samples
Two-sided sum 2 tau: 100 samples
N_eff = N/(2 tau): 100.0
Readings of '50': phi, long-run N_eff, finite-run N_eff
  half of two-sided sum: 0.980198, 100.00, 100.50
  sum over t>=1: 0.980392, 99.01, 99.51
  whole two-sided sum: 0.960784, 200.00, 200.50
Finite-run two-sided sum: 99.500 samples
Moving average of 100: tau = 50.0 samples
Moving average: finite-run N_eff = 100.33
Every 10th frame: 1000 frames, N_eff = 100.2
Every 100th frame: 100 frames, N_eff = 76.4
Simulated runs: 4000
N_eff from scatter of simulated means: 104.2
N_eff for the variance, formula: 200.0
N_eff for the variance, simulated: 212.4
Deficit of sample variance, formula: 1.00 %
Deficit of sample variance, simulated: 0.95 %
Window for estimating tau: 250 samples
Estimated tau, average over runs: 47.4 samples
Estimated tau, scatter (1 s.d.): 11.6 samples
Estimated N_eff, middle 68 % of runs: 85 to 139
Frame spacing: 1.0 fs
Run length: 10.0 ps
Correlation time: 50 fs
Atoms per cell: 64
Temperature: 1000 K
Thermal energy kT: 86.17 meV
Gap standard deviation: 40.0 meV per cell
Naive standard error: 0.40 meV per cell
Correct standard error: 4.00 meV per cell
Correct standard error: 0.0625 meV per atom
Standard error from simulation: 3.92 meV per cell
Second-order free-energy term: -9.28 meV per cell
Sampling error of that term: 0.93 meV per cell
Start displacement: 120 meV per cell
Bias of mean from start: 0.61 meV per cell
Slow mode: 5 % of variance
Slow mode tau: 2000 samples
With slow mode, true tau: 147.5 samples
With slow mode, tau seen in window: 59.0 samples
With slow mode, finite-run N_eff: 39.2
With slow mode, standard error: 6.38 meV per cell
Vibrational modes: 189, each 50 meV
Frequency mismatch: 1 %
Quantum nuclear shift: 4.57 meV per cell
Quantum shift, leading series term: 4.59 meV per cell
\end{verbatim}
